# Avrami coverage by fixed nuclei spreading as circles: two derivations

## Definitions and conventions

A flat interface separates two solids that react to form a third. The product starts at separate points, the nuclei, and each nucleus grows sideways into an island. The quantity sought is the covered fraction $\theta(t)$, the mean fraction of the interface area occupied by product at time $t$. The mean is taken over many random arrangements of nuclei.

The model makes these assumptions.

1. The nuclei form a Poisson set of mean density $N$ (number per area). If the interface is divided into tiny cells of area $da$, each cell holds a nucleus with probability $N\,da$, independently of all other cells.
2. All nuclei are present at $t=0$ with negligible radius, and none appears later.
3. Every island edge advances at the same constant speed $v$ in all directions, and stops where it meets another island.
4. The interface is much wider than $vt$, so that its borders do not matter.

The result is

$$\theta(t)=1-e^{-\pi N v^2t^2}. \tag{1}$$

It is convenient to write

$$k=\pi N v^2,\qquad s(t)=kt^2=\pi N v^2t^2 .$$

The number $s$ is the mean number of nuclei in a disc of radius $vt$. It is also the total area of all discs per unit interface area when overlaps are counted repeatedly, which is called the extended coverage. It may exceed 1, whereas $\theta$ cannot. No constant of nature enters, so the algebra has the same form in atomic units as in nanometres and seconds, which are used for the numbers.

The law describes lateral coverage. It does not describe the later thickening of the film.

## Why impingement does not delay arrival

Islands that meet stop growing along their common border. Before the covered region can be treated as a union of full discs, it must be shown that one island does not block another from reaching a point that it would have reached first.

Let $\mathbf x$ be any point, let nucleus $i$ be the one nearest to it, and let $d$ be their distance. Take a point $\mathbf y$ on the straight segment between them, at distance $a$ from $i$. Then $|\mathbf x-\mathbf y|=d-a$. For any other nucleus $j$ the triangle inequality gives

$$|\mathbf y-\mathbf r_j|\ \ge\ |\mathbf x-\mathbf r_j|-|\mathbf x-\mathbf y|\ \ge\ d-(d-a)=a .$$

The second inequality holds because $j$ is no nearer to $\mathbf x$ than $i$ is. No other island therefore reaches $\mathbf y$ before island $i$ does, and the path from $i$ to $\mathbf x$ stays open. Island $i$ arrives at $\mathbf x$ at time $d/v$. No island can arrive earlier, since none moves faster than $v$ and none starts closer. Hence

$$\mathbf x\ \text{is covered at time}\ t\quad\Longleftrightarrow\quad d\le vt. \tag{2}$$

The argument uses a common speed and a straight path inside the reacting area. The path exists in any convex contact, but may be missing in an L-shaped one. If nuclei had different speeds, a slow island could stand in the way of a fast one, and (2) would no longer follow.

## First derivation: the empty disc

By (2), a point is bare at time $t$ when the disc of radius $vt$ around it contains no nucleus. The mean bare fraction of the area is the probability that a given point is bare, because the mean of an area integral is the integral of the mean, and all points are equivalent.

Begin with a fixed number $M$ of nuclei, placed independently and uniformly on an area $A$ with periodic borders, and let the disc be small enough not to overlap its own periodic images. One nucleus misses the disc with probability $1-\pi v^2t^2/A$. All $M$ miss it with probability

$$P_M=\left(1-\frac{\pi v^2t^2}{A}\right)^M=\left(1-\frac{s}{M}\right)^M,\qquad N=\frac MA. \tag{3}$$

To take the limit of a large interface at fixed $N$, expand the logarithm for $s\ll M$:

$$\ln P_M=M\ln\left(1-\frac sM\right)=-s-\frac{s^2}{2M}-\dots,$$

and therefore

$$P_M= e^{-s}\left(1-\frac{s^2}{2M}+\dots\right)\ \longrightarrow\ e^{-s}\qquad(M\to\infty).$$

The covered fraction is $\theta=1-e^{-s}$, which is (1).

The correction is the effect of fixing the number of nuclei. If the number instead fluctuates as in a Poisson set, with mean $NA$, averaging (3) over $M$ removes the correction even for finite $A$. With $q=1-\pi v^2t^2/A$,

$$\sum_{M=0}^\infty e^{-NA}\frac{(NA)^M}{M!}\,q^M=e^{-NA}e^{NAq}=e^{-NA(1-q)}=e^{-\pi Nv^2t^2}.$$

## Second derivation: the free perimeter

The second route follows the moving edges and does not use the probability of an empty disc. Suppose first that all islands were full circles passing through each other. Their total perimeter per unit interface area would be

$$N\cdot 2\pi vt .$$

Only the part of this perimeter that borders bare interface can advance. Let $f$ be that free fraction. In a short time $dt$ each free edge element of length $d\ell$ sweeps a bare area $v\,dt\,d\ell$. Errors at the corners where islands meet vanish faster than $dt$ (as $dt^2$ where two edges cross, as $dt^{3/2}$ where two circles just touch) and drop out of the rate. Thus

$$\frac{d\theta}{dt}=v\cdot 2\pi N vt\cdot f. \tag{4}$$

It remains to find $f$. Choose one nucleus and a point on its circle of radius $vt$. That point is free if no other nucleus lies within $vt$ of it. In a Poisson set the cells are independent, so knowing that one cell holds the chosen nucleus changes nothing about the others. The other nuclei therefore surround the edge point just as the full set surrounds an arbitrary point of the interface. The edge point is free with the same probability as an arbitrary point is bare:

$$f=1-\theta. \tag{5}$$

Inserting (5) in (4) gives

$$\frac{d\theta}{dt}=2\pi Nv^2t\,(1-\theta)=(1-\theta)\frac{ds}{dt}. \tag{6}$$

The second form says that a growth step of the extended coverage is useful in the proportion $1-\theta$. Separate the variables and integrate from $\theta(0)=0$:

$$\int_0^\theta\frac{d\theta'}{1-\theta'}=\int_0^t2\pi Nv^2t'\,dt'
\quad\Longrightarrow\quad -\ln(1-\theta)=\pi Nv^2t^2 .$$

Changing the sign and exponentiating gives $1-\theta=e^{-\pi Nv^2t^2}$, which is (1) again.

## What each derivation assumes

Both use the geometry of (2), the common speed, and the absence of borders. They use the randomness of the sites at different places. The first needs the probability that a disc around an arbitrary point is empty. The second needs the surroundings of a nucleus to be like the surroundings of an arbitrary point.

The difference shows when the number $M$ is fixed. An edge point then has $M-1$ other nuclei to avoid, so $f=(1-s/M)^{M-1}$, while the bare fraction is $1-\theta=(1-s/M)^M$. Relation (5) fails by a factor $1-s/M$. Equation (4) still holds, because differentiating (3) gives

$$\frac{d}{dt}\left[1-\left(1-\frac sM\right)^M\right]=\left(1-\frac sM\right)^{M-1}\frac{ds}{dt}.$$

Ordered sites break (5) far more strongly. Put the nuclei on a square lattice of spacing $b=N^{-1/2}$. Until the discs touch at $t=b/(2v)$, the whole perimeter is free and $f=1$, although $1-\theta$ has already fallen to $1-\pi/4$. The last gap, at the centre of each lattice cell, is at distance $b/\sqrt2$ from its nearest nuclei. It closes at the finite time

$$t_{\rm lattice}=\frac{b}{\sqrt2\,v}=\frac{1}{v\sqrt{2N}} .$$

The first method still works here if the Poisson probability is replaced by the lattice one. The second works if $f$ is found separately, but the factor $1-\theta$ must be given up. Thus the factor in (6) is a statement about random sites, and does not follow from impingement alone.

The first method also extends readily to later nucleation. Let new nuclei appear at a constant rate $J$ per area and time. A nucleus born at $t'$ reaches the point by time $t$ if it lies within $v(t-t')$. The mean number of such late nuclei is

$$\int_0^tJ\,\pi v^2(t-t')^2\,dt'=\frac{\pi Jv^2t^3}{3},$$

and the bare fraction becomes

$$1-\theta=\exp\left(-\pi Nv^2t^2-\frac{\pi Jv^2t^3}{3}\right). \tag{7}$$

The integral also counts fictitious nuclei, born where product already exists. They do no harm: the island that covers such a site arrives everywhere no later than the fictitious one would, again by the triangle inequality.

## Consequences of the law

At short times, expanding (1) gives $\theta=s-s^2/2+\dots$. The leading term is the area of separate discs, and the next is the loss by overlap. At long times the bare fraction falls as $e^{-kt^2}$ but does not vanish at any finite time. A time for forming a "continuous" layer therefore needs a criterion. Solving (1) for a chosen coverage gives

$$t_\theta=\frac1v\sqrt{\frac{-\ln(1-\theta)}{\pi N}}. \tag{8}$$

Taking the logarithm of $-\ln(1-\theta)=kt^2$ gives

$$\ln[-\ln(1-\theta)]=\ln k+2\ln t ,$$

a straight line of slope 2. Nuclei that all start with radius $r_0$ replace $vt$ by $r_0+vt$. The local slope is then $2vt/(r_0+vt)$, which is below 2 at all times and approaches 2 when $vt\gg r_0$. With late nucleation alone the slope is 3, by (7).

The rate $d\theta/dt=2kt\,e^{-kt^2}$ first rises, because the perimeter grows, and then falls, because free perimeter is lost. Its derivative is

$$\frac{d^2\theta}{dt^2}=2k\,e^{-kt^2}(1-2kt^2),$$

which vanishes at

$$t_p=\frac1{\sqrt{2k}}=\frac{1}{v\sqrt{2\pi N}},\qquad \theta(t_p)=1-e^{-1/2}\approx0.39 .$$

The peak coverage is independent of $N$ and $v$.

## A worked example

Take $N=10^{-4}\ \mathrm{nm^{-2}}$ and $v=2$ nm/s at 800 K. Then

$$k=\pi(10^{-4})(2)^2\ \mathrm{s^{-2}}=1.257\times10^{-3}\ \mathrm{s^{-2}} .$$

For 99% coverage, $-\ln(0.01)=4.605$, and (8) gives

$$t_{99}=\sqrt{\frac{4.605}{1.257\times10^{-3}}}\ \mathrm s=60.5\ \mathrm s,$$

or about 1.0 min. Half coverage is reached at 23.5 s, and the rate peaks at 19.9 s with the value $0.0304\ \mathrm{s^{-1}}$.

The law was compared with simulated nuclei on 200 periodic squares of side 4000 nm, each with a Poisson number of nuclei. On each square, 4000 random points were counted as covered if their nearest nucleus lay within $vt$. The uncertainties are standard errors over the 200 squares.

| $t$ (s) | $s$ | law (1) | simulated |
|---|---|---|---|
| 10 | 0.126 | 0.1181 | 0.1180 ± 0.0005 |
| 20 | 0.503 | 0.3951 | 0.3949 ± 0.0008 |
| 30 | 1.131 | 0.6773 | 0.6762 ± 0.0009 |
| 40 | 2.011 | 0.8661 | 0.8649 ± 0.0007 |
| 60 | 4.524 | 0.9892 | 0.9887 ± 0.0002 |

The largest deviation in units of its error, about 2.5 from the rounded entries, is at 60 s. The rows share the same nuclei, so their deviations are not independent. A straight-line fit to the simulated values of $\ln[-\ln(1-\theta)]$ against $\ln t$ has slope 1.996.

The step (5) can be examined separately. At 20 s, random points on the island edges were free in a fraction $0.6055\pm0.0010$ of cases, against $1-\theta=0.6049$. Equation (4) with this measured fraction gives a rate of $0.0304\ \mathrm{s^{-1}}$. The area newly covered between 19 s and 21 s, divided by 2 s, gives $0.0305\pm0.0001\ \mathrm{s^{-1}}$.

For the same density on a square lattice, the spacing is 100 nm. The discs touch at 25 s, when the lattice coverage is $\pi/4=0.785$ and the random coverage is 0.544. The lattice is fully covered at 35.4 s, when random nuclei have covered 0.79. Random sites leave larger gaps, and these control the late stage.

## A contact of finite size

In a small contact the nuclei lie inside its borders. A point on a straight edge, farther than $vt$ from the corners, has half a disc from which islands can reach it. Its bare probability is therefore $e^{-s/2}$ instead of $e^{-s}$. At $t_{99}$, where $e^{-s}=0.01$, this is 0.10.

This was examined in 200 simulated square contacts of side 1000 nm, with 100 nuclei on average. Edge points at least 200 nm from the corners were bare with frequency $0.102\pm0.005$ at $t_{99}$. The mean coverage of the whole contact was 0.977, not 0.99, with a standard deviation between 0.01 and 0.02 from one contact to another.

The loss comes from the border strip. Points farther than $vt_{99}=121$ nm from every edge occupy the fraction $(1-0.242)^2=0.57$ of the contact and have a bare probability of 0.01. They contribute 0.006 to the mean bare fraction of 0.023. The remaining 0.017 lies in the strip.

A layer without holes takes longer still. At $t_{99}$ at least 99.5% of the simulated contacts had a hole. The last hole closed at a median time of 88 s, and 90% of the contacts were closed by 111 s. These times come from probe points 10 nm apart and may be too low by up to 3.5 s. As statistics of only 200 contacts they also scatter by 1 to 2 s. With the exact hole geometry and many more contacts they are near 90 s and 112 s. For a hole-free contact of this size, the 99% time of a wide interface is thus too short a criterion in this model.

A contact can also lack a nucleus altogether. For area $A$ the probability is $e^{-NA}$. With a side of 200 nm the mean number is $NA=4$, and the probability is $e^{-4}=0.018$. Such a contact does not react in the model, however long it is heated. Counting empty 200 nm cells on the simulated interfaces gave $0.0199\pm0.0005$. This is about three standard errors above $e^{-4}$, an unusually large fluctuation of this one sample. The formula follows exactly from the Poisson assumption, and other samples of the same size give 0.018 within their error of 0.0005.

## Relation to silicide contacts

The parameters are round illustrative values, chosen with $\mathrm{CoSi_2}$ nucleating between CoSi and silicon in mind. They are not measurements, and the times above are not predictions for a real contact. To use the law there, $N$ and $v$ must be measured, and it must be checked that the product spreads sideways at constant speed. The density of nuclei depends on the preparation of the film; by (8), a tenfold lower $N$ at the same $v$ lengthens $t_{99}$ by $\sqrt{10}\approx3.2$. An error in temperature also matters. If $v\propto e^{-E/k_BT}$ with a model activation energy $E=2.5$ eV, and $N$ is held fixed, then $t_{99}\propto e^{E/k_BT}$. It becomes 96 s at 790 K and 39 s at 810 K. These figures contain only the change of $v$. Where nucleation is itself thermally activated, the number of nuclei changes with temperature as well. A real anneal also has a heating ramp. If all islands share the same changing speed, $vt$ is replaced by $\int_0^t v(t')\,dt'$, because the order of arrival is still set by distance.

Three further departures change $t_{99}$ by less for these numbers:

- **Later nucleation.** With $J=5\times10^{-7}\ \mathrm{nm^{-2}\,s^{-1}}$, solving (7) numerically for 99% coverage gives 57.8 s.
- **Crystal facets.** Aligned square islands whose sides advance at $v$ have area $4v^2t^2$, so 4 replaces $\pi$ in (8), and $t_{99}=53.6$ s.
- **Starting radius.** A radius of 3 nm makes $t_{99}$ earlier by $3/2=1.5$ s.

Sites tied to the grain structure of the CoSi need not be a Poisson set, and the lattice example shows how much order can matter. If reactants must diffuse over a distance that grows with the island, the speed falls with time and the constant-speed form (1) fails. Unequal speeds of differently oriented islands are outside the model as well, and their effect has not been estimated here.
